**Numerical tests of the Bernard–Duraffourg condition**

For a common temperature, a transition of photon energy $\omega$ has net stimulated emission if and only if $\omega<F_c-F_v$, where $F_c$ and $F_v$ are the conduction and valence quasi-Fermi levels. The program asserts the photon and occupation factors with Fock-space matrices, and the position of the gain crossing by root finding. It compares the gain coefficient $g$, including sign and prefactor, with two-level propagation in a classical light field, to within 1.5% of the formula. Confinement energies are compared with finite differences, and carrier densities with quadrature. For the model well the output shows a lowest transition energy of 1.2263 eV and a gain crossing at 1.3158 eV, equal to $F_c-F_v$. Holes at 450 K move the crossing to 1.3193 eV, while Lorentzian convolution of the free-carrier inversion moves it to 1.3136 eV. In an interacting four-orbital model with $F_c-F_v=1.1$ eV, the program asserts that each line amplifies or absorbs according to the condition; 4 lines amplify and 12 absorb.

## Verification by program

```python
"""
Bernard-Duraffourg condition for a quantum well.
Result under test: with one temperature T and quasi-Fermi levels Fc, Fv,
a transition of photon energy w has net stimulated emission if and only if
w < Fc - Fv.  In the well, gain fills the window  edge <= w < Fc - Fv.
Symbols: fc, fv electron occupations of the conduction and valence states;
me, mh, mr electron, hole and reduced masses; L well width; N sheet density;
M momentum matrix element; g gain coefficient (negative means absorption).
Internal units are atomic units; printed units are eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] * 1e10
KB = const.physical_constants["Boltzmann constant in eV/K"][0] / EV
C = 1 / const.fine_structure


def fermi(energy, level, temp):
    return expit(-(energy - level) / temp)


def annihilators(count):
    """Fermion annihilation matrices with the correct exchange signs."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    result = []
    for j in range(count):
        matrix = np.eye(1)
        for i in range(count):
            factor = sign if i < j else lower if i == j else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return result


# ---- model parameters ----
gap, L = 1.0 / EV, 60.0 / ANG
me, mh, index = 0.06, 0.20, 3.5
M2 = 0.5 * 12.0 / EV
kelvin, hot_kelvin = 300.0, 450.0
T, T_hot = KB * kelvin, KB * hot_kelvin
N = 2.0e-4 * ANG**2
mr = me * mh / (me + mh)

# ---- confinement energies against finite differences ----
Ee = np.pi**2 / (2 * me * L**2)
Eh = np.pi**2 / (2 * mh * L**2)
points = 500
step = L / (points + 1)
for mass, formula in ((me, Ee), (mh, Eh)):
    levels = eigh_tridiagonal(np.full(points, 1 / (mass * step**2)),
                              np.full(points - 1, -0.5 / (mass * step**2)),
                              select="i", select_range=(0, 1))[0]
    # second-order grid error is about 1e-5 relative
    assert np.allclose(levels, [formula, 4 * formula], rtol=1e-4)
Ec1, Ev1 = gap + Ee, -Eh
edge = Ec1 - Ev1


def band_filling(density, mass):
    """Depth of the quasi-Fermi level inside a two-dimensional subband."""
    return T * np.log(np.expm1(np.pi * density / (mass * T)))


def separation(density):
    return edge + band_filling(density, me) + band_filling(density, mh)


mu_e, mu_h = band_filling(N, me), band_filling(N, mh)
Fc, Fv = Ec1 + mu_e, Ev1 - mu_h
dF = Fc - Fv

# ---- densities by quadrature over wave vector, with spin ----
for mass, mu in ((me, mu_e), (mh, mu_h)):
    kmax = np.sqrt(2 * mass * (max(mu, 0) + 40 * T))
    count = quad(lambda k: k / np.pi * fermi(k * k / (2 * mass), mu, T),
                 0, kmax, epsabs=1e-13, epsrel=1e-10)[0]
    assert abs(count / N - 1) < 1e-7


def occupations(w, Tc=T, Tv=T):
    kinetic = w - edge
    return (fermi(Ec1 + mr / me * kinetic, Fc, Tc),
            fermi(Ev1 - mr / mh * kinetic, Fv, Tv))


def inversion(w, Tc=T, Tv=T):
    fc, fv = occupations(w, Tc, Tv)
    return fc - fv


def gain(w):
    if w < edge:
        return 0.0
    return 4 * np.pi * mr * M2 * inversion(w) / (index * C * w * L)


# ---- occupation and photon factors from Fock-space matrices ----
c_op, v_op = annihilators(2)
photon_dim, photons = 7, 3
create = np.diag(np.sqrt(np.arange(1.0, photon_dim)), -1)
photon_state = np.zeros((photon_dim, photon_dim))
photon_state[photons, photons] = 1
w_test = edge + 0.03 / EV
kin = w_test - edge
ec_test, ev_test = Ec1 + mr / me * kin, Ev1 - mr / mh * kin
rho = expm(-((ec_test - Fc) * c_op.T @ c_op
             + (ev_test - Fv) * v_op.T @ v_op) / T)
rho = np.kron(rho / np.trace(rho), photon_state)
emit = np.kron(v_op.T @ c_op, create)
emission = np.trace(rho @ emit.T @ emit)
absorption = np.trace(rho @ emit @ emit.T)
fc0, fv0 = occupations(w_test)
assert np.isclose(emission, (photons + 1) * fc0 * (1 - fv0), rtol=1e-10)
assert np.isclose(absorption, photons * fv0 * (1 - fc0), rtol=1e-10)
spontaneous = emission / (photons + 1)
assert np.isclose(emission - absorption - spontaneous,
                  photons * (fc0 - fv0), rtol=1e-10)

# ---- hyperbolic identity and crossing ----
for w in edge + np.linspace(0, 0.2, 9) / EV:
    a = (Ec1 + mr / me * (w - edge) - Fc) / T
    b = (Ev1 - mr / mh * (w - edge) - Fv) / T
    identity = np.sinh((dF - w) / (2 * T)) / (
        2 * np.cosh(a / 2) * np.cosh(b / 2))
    assert np.isclose(inversion(w), identity, atol=1e-11)
crossing = brentq(inversion, edge, edge + 0.4 / EV, xtol=1e-14)
assert abs(crossing - dF) < 1e-10


# ---- gain coefficient by propagation in a classical light field ----
def propagated_gain(w):
    duration = EV / 0.0002
    coupling = 0.01 / duration
    field = 2 * coupling / np.sqrt(M2)
    samples = 100000
    dk = np.sqrt(2 * mr * 0.4 / EV) / samples
    k = (np.arange(samples) + 0.5) * dk
    ec, ev = Ec1 + k**2 / (2 * me), Ev1 - k**2 / (2 * mh)
    ham = np.zeros((samples, 2, 2))
    ham[:, 0, 1] = ham[:, 1, 0] = coupling
    ham[:, 1, 1] = ec - ev - w
    values, vectors = np.linalg.eigh(ham)
    phases = np.exp(-1j * values * duration)
    u_cv = np.sum(vectors[:, 1, :] * phases * vectors[:, 0, :], axis=1)
    u_cc = np.sum(vectors[:, 1, :] * phases * vectors[:, 1, :], axis=1)
    fc, fv = fermi(ec, Fc, T), fermi(ev, Fv, T)
    change = abs(u_cc)**2 * fc + abs(u_cv)**2 * fv - fc
    photon_loss = np.sum(k * change) * dk / (np.pi * L * duration)
    intensity = index * C * w**2 * field**2 / (8 * np.pi)
    return -w * photon_loss / intensity


w_absorb = edge + 0.15 / EV
direct = [propagated_gain(w) for w in (w_test, w_absorb)]
for w, value in zip((w_test, w_absorb), direct):
    # finite duration leaves spectral tails of order one percent
    assert abs(value / gain(w) - 1) < 0.015
assert direct[0] > 0 > direct[1]

# ---- transparency density ----
N_tr = brentq(lambda n: separation(n) - edge, 0.05 * N, N, xtol=1e-15)
closure = np.exp(-np.pi * N_tr / (me * T)) + np.exp(-np.pi * N_tr / (mh * T))
assert abs(closure - 1) < 1e-8
kinetic_grid = np.linspace(0, 0.3 / EV, 2000)
for ratio, expected in ((0.98, False), (1.02, True)):
    depth_e = band_filling(ratio * N_tr, me)
    depth_h = band_filling(ratio * N_tr, mh)
    difference = (fermi(mr / me * kinetic_grid, depth_e, T)
                  - fermi(-mr / mh * kinetic_grid, -depth_h, T))
    assert (difference.max() > 0) == expected
    assert np.argmax(difference) == 0

# ---- unequal temperatures: hot holes, same quasi-Fermi levels ----
hot_crossing = brentq(lambda w: inversion(w, T, T_hot),
                      edge, edge + 0.4 / EV, xtol=1e-14)
hot_formula = edge + (mu_e * T_hot + mu_h * T) / (
    mr / me * T_hot + mr / mh * T)
assert abs(hot_crossing - hot_formula) < 1e-10
w_hot = 0.5 * (dF + hot_crossing)
assert w_hot > dF and inversion(w_hot, T, T_hot) > 0

# ---- Lorentzian convolution of the free-carrier inversion ----
half_width = 0.005 / EV


def convolved(w):
    start = np.arctan((edge - w) / half_width)
    return quad(lambda t: inversion(w + half_width * np.tan(t)) / np.pi,
                start, np.pi / 2, limit=300, epsabs=1e-9)[0]


broad_crossing = brentq(convolved, edge + 0.01 / EV, dF + 0.05 / EV,
                        xtol=1e-10)
assert broad_crossing < dF - 1e-4 / EV

# ---- interacting four-orbital model, energies in eV ----
ops = annihilators(4)
c1, c2, v1, v2 = ops
n = [x.T @ x for x in ops]
H = 1.0 * n[0] + 1.2 * n[1] - 0.15 * n[3]
H += 0.05 * (c1.T @ c2 + c2.T @ c1) + 0.04 * (v1.T @ v2 + v2.T @ v1)
H += 0.08 * n[0] @ n[1] + 0.06 * n[2] @ n[3]
H += 0.03 * n[0] @ n[2] + 0.05 * n[0] @ n[3]
H += 0.02 * n[1] @ n[2] + 0.07 * n[1] @ n[3]
exchange = c1.T @ c2 @ v1.T @ v2
H += 0.02 * (exchange + exchange.T)
Nc, Nv = n[0] + n[1], n[2] + n[3]
assert np.allclose(H @ Nc, Nc @ H) and np.allclose(H @ Nv, Nv @ H)
Fc_m, Fv_m, T_m = 1.05, -0.05, 0.1
dF_m = Fc_m - Fv_m
energies, states = np.linalg.eigh(H)
rho_m = expm(-(H - Fc_m * Nc - Fv_m * Nv) / T_m)
weights = np.diag(states.T @ rho_m @ states) / np.trace(rho_m)
dipole = (v1.T @ c1 + 0.6 * v2.T @ c2
          + 0.3 * v1.T @ c2 + 0.2 * v2.T @ c1)
strength = (states.T @ dipole @ states)**2
final, initial = np.where(strength > 1e-12)
lines = energies[initial] - energies[final]
up = strength[final, initial] * weights[final]
down = strength[final, initial] * weights[initial]
assert np.allclose(down / up, np.exp((dF_m - lines) / T_m), rtol=1e-6)
amplifying = down > up
assert np.array_equal(amplifying, lines < dF_m)
assert amplifying.any() and (~amplifying).any()


# ---- neglected second subbands at the same quasi-Fermi levels ----
def second_ratio(mu, confinement):
    return (np.logaddexp(0, (mu - 3 * confinement) / T)
            / np.logaddexp(0, mu / T))


# ---- printed numbers ----
print(f"Bulk gap: {gap*EV:.3f} eV; well width: {L*ANG:.1f} angstrom")
print(f"Masses me, mh, mr: {me:.3f}, {mh:.3f}, {mr:.5f} electron masses")
print(f"Refractive index: {index:.2f}; 2 M^2: {2*M2*EV:.2f} eV")
print(f"Temperature: {kelvin:.0f} K; thermal energy: {T*EV:.5f} eV")
print(f"Sheet density N: {N/ANG**2:.4e} angstrom^-2")
print(f"Electron confinement energy: {Ee*EV:.5f} eV")
print(f"Hole confinement energy: {Eh*EV:.5f} eV")
print(f"Subband edges Ec1, Ev1: {Ec1*EV:.5f}, {Ev1*EV:.5f} eV")
print(f"Lowest transition energy: {edge*EV:.5f} eV")
print(f"pi N/(me T), pi N/(mh T): {np.pi*N/(me*T):.5f}, "
      f"{np.pi*N/(mh*T):.5f}")
print(f"Filling depths electron, hole: {mu_e*EV:.5f}, {mu_h*EV:.5f} eV")
print(f"Quasi-Fermi levels Fc, Fv: {Fc*EV:.5f}, {Fv*EV:.5f} eV")
print(f"Separation Fc-Fv: {dF*EV:.5f} eV")
print(f"Numerical gain crossing: {crossing*EV:.5f} eV")
print(f"Gain window width: {(dF-edge)*EV:.5f} eV")
print(f"Transparency density: {N_tr/ANG**2:.4e} angstrom^-2")
print(f"Fc-Fv at half transparency density: "
      f"{separation(N_tr/2)*EV:.5f} eV")
print(f"Second/first subband population, electrons: "
      f"{second_ratio(mu_e, Ee):.2e}")
print(f"Second/first subband population, holes: "
      f"{second_ratio(mu_h, Eh):.2e}")
print("Photon energy (eV), fc, fv, fc-fv, gain (angstrom^-1):")
for w in (edge, w_test, edge + 0.06 / EV, dF, w_absorb):
    fc, fv = occupations(w)
    diff = round(float(fc - fv), 8) + 0.0
    g_print = round(float(gain(w) / ANG), 12) + 0.0
    print(f"  {w*EV:.5f}  {fc:.5f}  {fv:.5f}  {diff:.5f}  {g_print:.4e}")
print(f"Propagated gain at {w_test*EV:.5f} eV: "
      f"{direct[0]/ANG:.4e} angstrom^-1")
print(f"Propagated gain at {w_absorb*EV:.5f} eV: "
      f"{direct[1]/ANG:.4e} angstrom^-1")
print(f"Fock test with {photons} photons, emission: {emission:.5f}, "
      f"absorption: {absorption:.5f}")
print(f"Hot-hole temperature: {hot_kelvin:.0f} K; "
      f"crossing: {hot_crossing*EV:.5f} eV")
print(f"Hot-hole inversion at {w_hot*EV:.5f} eV: "
      f"{inversion(w_hot, T, T_hot):.5f}")
print(f"Lorentzian half width: {half_width*EV:.4f} eV; "
      f"convolved crossing: {broad_crossing*EV:.5f} eV")
print(f"Shift of convolved crossing: {(broad_crossing-dF)*EV:.5f} eV")
print(f"Interacting model Fc-Fv: {dF_m:.3f} eV; "
      f"thermal energy: {T_m:.3f} eV")
print(f"Interacting lines, amplifying and absorbing: "
      f"{amplifying.sum()}, {(~amplifying).sum()}")
print(f"Highest amplifying line: {lines[amplifying].max():.5f} eV")
print(f"Lowest absorbing line: {lines[~amplifying].min():.5f} eV")
print("verified")
```

Output:

```
Bulk gap: 1.000 eV; well width: 60.0 angstrom
Masses me, mh, mr: 0.060, 0.200, 0.04615 electron masses
Refractive index: 3.50; 2 M^2: 12.00 eV
Temperature: 300 K; thermal energy: 0.02585 eV
Sheet density N: 2.0000e-04 angstrom^-2
Electron confinement energy: 0.17409 eV
Hole confinement energy: 0.05223 eV
Subband edges Ec1, Ev1: 1.17409, -0.05223 eV
Lowest transition energy: 1.22631 eV
pi N/(me T), pi N/(mh T): 3.08665, 0.92600
Filling depths electron, hole: 0.07859, 0.01090 eV
Quasi-Fermi levels Fc, Fv: 1.25268, -0.06313 eV
Separation Fc-Fv: 1.31580 eV
Numerical gain crossing: 1.31580 eV
Gain window width: 0.08949 eV
Transparency density: 7.7611e-05 angstrom^-2
Fc-Fv at half transparency density: 1.17917 eV
Second/first subband population, electrons: 1.14e-08
Second/first subband population, holes: 3.83e-03
Photon energy (eV), fc, fv, fc-fv, gain (angstrom^-1):
  1.22631  0.95435  0.39614  0.55821  5.5044e-05
  1.25631  0.89541  0.46163  0.43378  4.1753e-05
  1.28631  0.77810  0.52847  0.24963  2.3467e-05
  1.31580  0.59320  0.59320  0.00000  0.0000e+00
  1.37631  0.19414  0.71451  -0.52038  -4.5721e-05
Propagated gain at 1.25631 eV: 4.1542e-05 angstrom^-1
Propagated gain at 1.37631 eV: -4.5641e-05 angstrom^-1
Fock test with 3 photons, emission: 1.92826, absorption: 0.14484
Hot-hole temperature: 450 K; crossing: 1.31932 eV
Hot-hole inversion at 1.31756 eV: 0.01538
Lorentzian half width: 0.0050 eV; convolved crossing: 1.31362 eV
Shift of convolved crossing: -0.00218 eV
Interacting model Fc-Fv: 1.100 eV; thermal energy: 0.100 eV
Interacting lines, amplifying and absorbing: 4, 12
Highest amplifying line: 1.03061 eV
Lowest absorbing line: 1.11393 eV
verified
```
